# Drift and Fermi Velocities of Electrons in a Copper Interconnect

## Problem

A copper interconnect carries a steady current density of 1 MA/cm². Copper is face-centred cubic. For this exercise, set the lattice constant to $a=0.3615$ nm and the room-temperature resistivity to $\rho=1.7$ µΩ cm. Each atom supplies one conduction electron.

(a) What is the mean drift velocity $v_d$ of the conduction electrons?

(b) How does it compare with their Fermi velocity $v_F$, if they are treated as free electrons?

(c) How can fast electrons produce so slow a drift, and does $v_d$ depend on how they scatter?

(d) What changes in a narrow line with a liner and rough walls?

Throughout, $e>0$ is the elementary charge, $m$ the free-electron mass, and $j$ and $E$ are the magnitudes of current density and electric field. The $x$ axis points along the drift. Since electrons are negative, the current and the field point along $-x$.

## First estimate by scaling

Take the lattice constant as the only length. The electron density is then of order $1/a^3$. A current density is a charge density times a velocity, so

$$v_d\sim\frac{j a^3}{e}
=\frac{(10^6\ \mathrm{A/cm^2})(3.615\times10^{-8}\ \mathrm{cm})^3}{1.602\times10^{-19}\ \mathrm C}
\approx 295\ \mathrm{cm/s},$$

or about 3 m/s.

The exclusion principle forces electrons packed at this density to have wave numbers up to about $1/a$. Their momentum is of order $\hbar/a$, and

$$v_F\sim\frac{\hbar}{ma}
=\frac{1.158\times10^{-4}\ \mathrm{m^2/s}}{3.615\times10^{-10}\ \mathrm m}
\approx3.2\times10^5\ \mathrm{m/s}.$$

The estimated ratio is

$$\frac{v_F}{v_d}\sim\frac{\hbar e}{m j a^4}\approx1.1\times10^5 .$$

The estimate shows how the answer scales, but every numerical factor has been set to one. The fourth power of $a$ warns that the ratio is sensitive to the choice of length.

## Exact solution within the free-electron model

### Which electrons are counted

An electron in a Bloch state of energy $\varepsilon(\mathbf k)$ has group velocity $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$. In one dimension, the sum of velocities over a full band is proportional to

$$\int_{-\pi/a}^{\pi/a}\frac{d\varepsilon}{dk}\,dk
=\varepsilon(\pi/a)-\varepsilon(-\pi/a)=0,$$

because the energy is periodic in $k$. In three dimensions the same integration is done first along one reciprocal-lattice vector, and it vanishes for each value of the other two coordinates. This removes the component of the total velocity along that vector. Repeating the argument for the other two reciprocal-lattice vectors removes the rest. A field too weak to lift electrons between bands leaves a full band full, so it carries no current.

Copper has eleven electrons per atom outside its closed inner shells. Ten fill five bands, and the eleventh half fills a sixth. The drift velocity is defined here as the average over the electrons of this part-filled band. Averaging the same total over all eleven would give a velocity eleven times smaller for the same current. The number therefore belongs to a stated way of counting.

### Drift velocity

A face-centred cubic cell of volume $a^3$ contains four atoms, so

$$n=\frac4{a^3}=8.467\times10^{22}\ \mathrm{cm^{-3}} .$$

If the $N$ conduction electrons in a volume $V$ have velocities $v_{x,i}$, the magnitude of the current density is

$$j=\frac eV\sum_{i=1}^{N}v_{x,i}
=\frac{N}{V}\,e\left(\frac1N\sum_{i=1}^{N}v_{x,i}\right)=nev_d .$$

Therefore

$$v_d=\frac{j}{ne}
=\frac{10^6\ \mathrm{A/cm^2}}
{(8.467\times10^{22}\ \mathrm{cm^{-3}})(1.602\times10^{-19}\ \mathrm C)}
=73.7\ \mathrm{cm/s}=0.74\ \mathrm{m/s}.$$

Neither a mass nor a collision time has entered. Once $j$ and $n$ are given, the mean drift is fixed.

### Fermi velocity

In a periodic box of side $L$, the allowed wave vectors form a cubic grid of spacing $2\pi/L$. Each holds two electrons of opposite spin. Filling a sphere of radius $k_F$ accommodates

$$N=2\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}=\frac{k_F^3L^3}{3\pi^2}$$

electrons. Dividing by $L^3$ and solving for $k_F$ gives

$$k_F=(3\pi^2n)^{1/3}=13.58\ \mathrm{nm^{-1}},\qquad
v_F=\frac{\hbar k_F}{m}=1.57\times10^6\ \mathrm{m/s}.$$

The ratio asked for in part (b) is

$$\frac{v_F}{v_d}=\frac{1.573\times10^6}{0.737}=2.1\times10^6 .$$

In this model the drift is about two million times slower than the Fermi velocity.

### What scattering does to the Fermi sphere

Let $f(\mathbf k)$ be the occupation of a state and $f_0(\varepsilon)$ its equilibrium value. The force on an electron is $+eE$ along $x$, so $\hbar\,dk_x/dt=eE$. In a uniform steady state, the change of $f$ caused by this motion balances the change caused by collisions:

$$\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=C[f].$$

Suppose that collisions conserve energy and that their rate per unit solid angle, $w(\gamma)$, depends on direction only through the angle $\gamma$ between the old and new velocities. Then

$$C[f]=\int w(\gamma)\,[f(\Omega')-f(\Omega)]\,d\Omega' .$$

The exclusion principle is included. The rate in minus the rate out contains $f'(1-f)-f(1-f')$, where $f'=f(\Omega')$, and the products cancel to leave $f'-f$.

Write $f=f_0+\delta f$. Collisions do not change $f_0$, which is the same in all directions at one energy. To first order in the field, $f$ on the left may be replaced by $f_0$. Joule heating is of second order in the field and does not enter here. In a real wire, inelastic collisions pass that heat to the lattice. Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$,

$$eEv_x\frac{\partial f_0}{\partial\varepsilon}=C[\delta f].$$

With $v_x=v\cos\theta$, the left side is proportional to $\cos\theta$, so try $\delta f=A(\varepsilon)\cos\theta$. The new direction satisfies

$$\cos\theta'=\cos\theta\cos\gamma+\sin\theta\sin\gamma\cos\varphi,$$

where $\varphi$ is the azimuth about the old direction. The last term integrates to zero over $\varphi$. What remains is

$$C[\delta f]=-A\cos\theta\int w(\gamma)(1-\cos\gamma)\,d\Omega'
=-\frac{\delta f}{\tau_{tr}},$$

$$\frac1{\tau_{tr}}=\int w(\gamma)(1-\cos\gamma)\,d\Omega' .$$

The trial form works, with

$$\delta f=-eE\tau_{tr}v_x\frac{\partial f_0}{\partial\varepsilon}.$$

Now compare this with a rigid displacement of the equilibrium distribution by $\delta k$ along $x$:

$$f_0(k_x-\delta k)\approx f_0-\delta k\,\hbar v_x\frac{\partial f_0}{\partial\varepsilon}.$$

The two agree if $\hbar\,\delta k=eE\tau_{tr}$, with $\tau_{tr}$ taken at the Fermi energy. A rigid displacement adds $\hbar\,\delta k/m$ to the mean velocity, so

$$v_d=\frac{\hbar\,\delta k}{m}=\frac{eE\tau_{tr}}m,\qquad
\frac{\delta k}{k_F}=\frac{v_d}{v_F}.$$

For the first-order form of $\delta f$ to hold state by state, the energy change $\hbar v_F\delta k$ across the displaced surface must be small compared with $k_BT$. Because $\hbar\,\delta k=eE\tau_{tr}$, this energy equals $eE\lambda$, where $\lambda=v_F\tau_{tr}$ is the mean free path.

The resistivity supplies the remaining numbers:

$$E=\rho j=(1.7\times10^{-6}\ \Omega\,\mathrm{cm})(10^6\ \mathrm{A/cm^2})=1.7\ \mathrm{V/cm}.$$

Then $\tau_{tr}=mv_d/(eE)=m/(ne^2\rho)=25$ fs and $\lambda=39$ nm. The energy $eE\lambda=mv_Fv_d$ is 0.0066 meV. The resistivity cancels from it, so at fixed current density it does not change when the resistivity rises with temperature. At 378 K, taken here as the operating temperature, $k_BT$ is 33 meV, so the condition is well satisfied. These values are inferred from the resistivity and are not a second determination of $v_d$.

### Two scattering laws at the same current

The total collision rate is $1/\tau_c=\int w\,d\Omega'$. Dividing the two rates gives

$$\frac{\tau_{tr}}{\tau_c}=\frac1{1-\langle\cos\gamma\rangle},$$

where the average is weighted by $w$. For isotropic scattering $\langle\cos\gamma\rangle=0$, and the two times agree.

As a forward-peaked model, take $w\propto(1.5-\cos\gamma)^{-2}$. With $c=\cos\gamma$, the normalizing integral is

$$\int_{-1}^{1}\frac{dc}{(1.5-c)^2}=\frac1{0.5}-\frac1{2.5}=1.6 .$$

Writing $c=1.5-(1.5-c)$ in the numerator gives

$$\int_{-1}^{1}\frac{c\,dc}{(1.5-c)^2}=1.5(1.6)-\ln5=0.791 .$$

Hence $\langle\cos\gamma\rangle=0.494$ and $\tau_{tr}/\tau_c=1.98$. If the density, current and total collision rate are held fixed, this law needs 0.51 times the field required by isotropic scattering. The displacement $\delta k=mv_d/\hbar$ is the same in both cases. Scattering sets the price of the current in volts, while the current itself sets the mean drift.

### Slow drift of all, fast motion of a few

The displaced sphere can also be described by the states that have been filled and emptied. At angle $\theta$ its surface moves outward by $\delta k\cos\theta$. The newly occupied volume on the front half is, to first order,

$$\int_0^{\pi/2}(\delta k\cos\theta)\,2\pi k_F^2\sin\theta\,d\theta=\pi k_F^2\,\delta k .$$

Dividing by the volume of the sphere gives the transferred fraction

$$p=\frac{\pi k_F^2\,\delta k}{4\pi k_F^3/3}
=\frac34\frac{v_d}{v_F}=3.5\times10^{-7}.$$

The mean $x$ velocity in the newly filled states is

$$v_F\,\frac{\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta}
{\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta}
=v_F\,\frac{1/3}{1/2}=\frac23v_F .$$

In the newly emptied states at the back it is $-2v_F/3$. The mean change per transferred electron is therefore $4v_F/3=2.1\times10^6$ m/s, and

$$p\,\frac{4v_F}{3}=\frac34\frac{v_d}{v_F}\,\frac{4v_F}{3}=v_d .$$

This answers part (c). Electrons move fast in all directions, and their velocities nearly cancel. The current is the small imbalance left over. One may assign 0.74 m/s to every electron, or a velocity change of order $v_F$ to about one electron in three million. Both describe the same occupation of states. At the operating temperature the surface of the sphere is smeared over a range much wider than the shift, so the numbers filled and emptied are net changes, summed through the smeared layer.

## Comparison of the estimate and the solution

The scaling estimate of $v_d$ was too large by a factor of 4, because it placed one electron in a cell that holds four. For the Fermi velocity,

$$k_Fa=(3\pi^2\cdot4)^{1/3}=(12\pi^2)^{1/3}=4.91,$$

so the estimate was too small by 4.91. The errors act in the same direction in the ratio:

$$\frac{(v_F/v_d)_{\rm solution}}{(v_F/v_d)_{\rm estimate}}
=4(12\pi^2)^{1/3}=19.6 .$$

This accounts for the whole difference between $1.1\times10^5$ and $2.1\times10^6$. The dependence on the variables was right:

$$\frac{v_F}{v_d}=\frac{\hbar e}{mj}(3\pi^2)^{1/3}n^{4/3}.$$

At ten times the current density, with $n$ unchanged, the drift is 7.4 m/s and the ratio falls to about $2.1\times10^5$.

## A narrow copper line

### Liner

Consider a trench 40 nm wide and 80 nm high, with a 2 nm liner on both sides and the bottom. The copper measures 36 nm by 78 nm. If 1 MA/cm² refers to the whole trench and the liner carries no current, the current density in the copper is larger by

$$\frac{40\times80}{36\times78}=1.14,$$

and the mean drift becomes 0.84 m/s.

### Rough side walls

Return to a mean of 1 MA/cm² in the copper itself. Treat the line as a slab of width $D=36$ nm, with isotropic scattering inside and diffuse walls: electrons leave a wall with the equilibrium distribution of directions (a flux proportional to the cosine of the angle to the normal) and with no memory of their drift. Trace an electron's present direction of motion straight back to a wall, and let $T$ be the flight time from there. The electron has been gaining drift velocity since its last collision, or since leaving the wall if it has not collided on this straight path. The mean of that time is

$$\int_0^T e^{-t/\tau_{tr}}dt=\tau_{tr}(1-e^{-T/\tau_{tr}}).$$

The bulk response is thus multiplied by $1-e^{-s/\lambda}$, where $s=v_FT$ is the distance back to the wall along the path.

Let $z$ be the distance from one wall and $u$ the cosine of the angle between the path and the normal. Then $s=z/u$ for electrons from one wall and $s=(D-z)/u$ for those from the other, with $0<u<1$. Each direction contributes to the current in proportion to $v_x^2$: one factor of $v_x$ comes from $\delta f$ and one from the velocity carried. Averaged over azimuth, $v_x^2/v_F^2=(1-u^2)/2$. Normalizing to the bulk value gives

$$\frac{v(z)}{v_{\rm bulk}}=\frac34\int_0^1(1-u^2)
\left[2-e^{-z/(\lambda u)}-e^{-(D-z)/(\lambda u)}\right]du ,$$

where $v_{\rm bulk}$ is the drift in bulk copper at the same field. Far from both walls the exponentials vanish and the right side is $\frac34\cdot2\cdot\frac23=1$, as it must be. Averaging over $z$ gives

$$\frac{\bar v}{v_{\rm bulk}}=1-\frac{3\lambda}{2D}\int_0^1(u-u^3)
\left(1-e^{-D/(\lambda u)}\right)du .$$

Numerical integration with the room-temperature mean free path gives 0.67. In this slab the field must therefore rise by a factor of 1.5 to maintain the current. The factor belongs to the slab at room temperature: the shorter mean free path at 378 K lowers it, and a rough top and bottom raise it. With the mean held at 0.74 m/s, the local drift is 0.49 m/s at a side wall and 0.82 m/s at the centre. The walls redistribute the drift without changing its mean.

### How far the model reaches

The lattice constant and resistivity used here are typical of bulk copper near room temperature. Heating from 293 K to 378 K, with a rough expansion coefficient of $1.7\times10^{-5}$ K⁻¹, lowers the density and raises $v_d$ by 0.4 percent at fixed $j$. The free-electron assumption matters more for $v_F$. Copper's real Fermi surface is not a sphere, and its electrons respond as if somewhat heavier than free ones. An isotropic mass ratio of roughly 1.4 represents this crudely: it lowers $v_F$ to $1.1\times10^6$ m/s and the ratio to 1.5 million, while $v_d$ stays at 0.74 m/s. The inferred $\tau_{tr}$ then rises from 25 fs to about 35 fs, and $\lambda=\hbar k_F/(ne^2\rho)$ stays at 39 nm. Real lines also have grain boundaries and can have a rough bottom and top, all of which the slab calculation omits. They raise the field needed for a given current, but cannot change the mean drift while $j$ and $n$ are fixed. The value 0.74 m/s is thus firmer than the factor of two million, which belongs to the free-electron model.
